\section*{Stable Evaluation of Exponential Spherical-Bessel Integrals for Dirac-Coulomb States}

\section{Scaling and rotational symmetry}

Let $a>0$, $k>0$, $g>0$, let $L\ge0$ be an integer, and define
\begin{equation}
I_L(g,a,k)=\int_0^\infty r^{g-1}e^{-ar}j_L(kr)\,dr .
\label{eq:def}
\end{equation}
The exponential secures convergence at large $r$. Near the origin the integrand behaves as $r^{g+L-1}$, which is integrable. If $a$ and $k$ are both multiplied by a factor $\mu$, the substitution $r\to r/\mu$ gives $I_L\to\mu^{-g}I_L$. With
\begin{equation}
R=\sqrt{a^2+k^2},\qquad \cos\theta=\frac aR,\qquad \sin\theta=\frac kR,
\end{equation}
the integral must therefore have the form $I_L=R^{-g}f(\theta)$, where $0<\theta<\pi/2$.

A symmetry fixes $f$. Regard $\mathbf k$ as a three-vector and $a$ as a fourth Cartesian coordinate. Since
\begin{equation}
\nabla_{\mathbf k}^2\,[j_L(kr)Y_{LM}(\hat{\mathbf k})]=-r^2j_L(kr)Y_{LM}(\hat{\mathbf k}),
\qquad \partial_a^2e^{-ar}=r^2e^{-ar},
\end{equation}
the product $e^{-ar}j_L(kr)Y_{LM}$ satisfies Laplace's equation in four dimensions for every $r$. So does its integral, because the exponential permits differentiation under the integral sign:
\begin{equation}
\left[\partial_a^2+\partial_k^2+\frac2k\partial_k-\frac{L(L+1)}{k^2}\right]I_L=0 .
\end{equation}
In the polar coordinates $(R,\theta)$ one has $\partial_k=\sin\theta\,\partial_R+R^{-1}\cos\theta\,\partial_\theta$, and the operator becomes
\begin{equation}
\partial_R^2+\frac3R\partial_R+\frac1{R^2}\left[\partial_\theta^2+2\cot\theta\,\partial_\theta-\frac{L(L+1)}{\sin^2\theta}\right].
\end{equation}
Acting on $R^{-g}$, the radial part gives $g(g+1)-3g=g(g-2)$ times $R^{-g-2}$. Hence
\begin{equation}
f''+2\cot\theta\,f'+\left[g(g-2)-\frac{L(L+1)}{\sin^2\theta}\right]f=0 .
\label{eq:angular}
\end{equation}

\section{Why these integrals occur}

Atomic units are used, with $c=1/\alpha$. For a point nucleus of charge $Z$, the large and small radial functions of a bound Dirac state are
\begin{equation}
P=e^{-\lambda r}r^\gamma\sum_ip_ir^i,\quad
Q=e^{-\lambda r}r^\gamma\sum_iq_ir^i,\quad
\gamma=\sqrt{\kappa^2-(Z\alpha)^2},
\end{equation}
with finite sums. Multiplying two such pairs gives
\begin{align}
\mathcal R_L(k)&=\int_0^\infty(P_aP_b+Q_aQ_b)\,j_L(kr)\,dr\nonumber\\
&=\sum_m d_m\,I_L(\gamma_a+\gamma_b+m+1,\ \lambda_a+\lambda_b,\ k),
\label{eq:bound}
\end{align}
where $d_m=\sum_i(p^a_ip^b_{m-i}+q^a_iq^b_{m-i})$. These are the radial parts of matrix elements of $e^{i\mathbf k\cdot\mathbf r}$; the angular factors are separate. The exponent $g$ is generally not an integer, but for small $Z\alpha$ it lies close to an integer.

\section{Two hypergeometric forms}

Insert into (\ref{eq:def}) the power series
\begin{equation}
j_L(x)=\frac{\sqrt\pi}{2}\sum_{n=0}^\infty
\frac{(-1)^n(x/2)^{L+2n}}{n!\,\Gamma(n+L+\tfrac32)} .
\end{equation}
For $k<a$ the integrated series converges absolutely, so term-by-term integration is allowed. Each term yields $\Gamma(g+L+2n)/a^{g+L+2n}$. The duplication formula gives
\begin{equation}
\Gamma(g+L+2n)=4^n\,\Gamma(g+L)\left(\frac{g+L}{2}\right)_n\left(\frac{g+L+1}{2}\right)_n ,
\end{equation}
and its $4^n$ cancels the $2^{-2n}$ of the Bessel series. Therefore
\begin{equation}
I_L=C_L\frac{k^L}{a^{g+L}}\,
{}_2F_1\!\left(\frac{g+L}{2},\frac{g+L+1}{2};L+\frac32;-\frac{k^2}{a^2}\right),
\label{eq:first}
\end{equation}
\begin{equation}
C_L=\frac{\sqrt\pi\,\Gamma(g+L)}{2^{L+1}\Gamma(L+\frac32)} .
\end{equation}
Both sides are analytic in $k$ around the positive real axis, so (\ref{eq:first}) holds for all $k>0$ by continuation. As a power series, however, it converges only up to $k/a=1$ and has alternating terms.

A better argument follows from (\ref{eq:angular}). Since $I_L\propto k^L$ at small $k$, set $f=\sin^L\theta\,M_L$. The terms containing $M_L$ without derivative are then multiplied by
\begin{equation}
L(L+1)\cot^2\theta-L-\frac{L(L+1)}{\sin^2\theta}+g(g-2)=g(g-2)-L(L+2),
\end{equation}
and the equation reads
\begin{equation}
M_L''+(2L+2)\cot\theta\,M_L'+[g(g-2)-L(L+2)]M_L=0 .
\end{equation}
Now let $s=(1-\cos\theta)/2$. Then $ds/d\theta=\tfrac12\sin\theta$, $\sin^2\theta=4s(1-s)$ and $\cos\theta=1-2s$, so that
\begin{equation}
s(1-s)\frac{d^2M_L}{ds^2}+\left(L+\frac32\right)(1-2s)\frac{dM_L}{ds}
-(L+g)(L+2-g)M_L=0 .
\end{equation}
Here $(L+g)(L+2-g)=L(L+2)-g(g-2)$ was used. This is the hypergeometric equation with parameters $L+g$, $L+2-g$ and $L+\frac32$. Its second solution grows as $s^{-L-1/2}$ at $s\to0$ and is excluded by the finite limit $M_L\to C_L$, which (\ref{eq:first}) supplies. Hence
\begin{align}
I_L&=R^{-g}\sin^L\theta\,M_L,\nonumber\\
M_L&=C_L\,{}_2F_1\!\left(L+g,L+2-g;L+\tfrac32;s\right).
\label{eq:second}
\end{align}
The argument satisfies $0<s<\frac12$ for every $k/a$. It should be computed as $s=\sin^2\theta/[2(1+\cos\theta)]$, which avoids subtracting nearly equal numbers at small $k$.

For $L=0$ and $g>1$ an elementary form follows from $j_0(kr)=\operatorname{Im}e^{ikr}/(kr)$:
\begin{equation}
I_0=\frac{\Gamma(g-1)}{k}\operatorname{Im}(a-ik)^{1-g},\qquad
M_0=\Gamma(g-1)\frac{\sin[(g-1)\theta]}{\sin\theta}.
\label{eq:zero}
\end{equation}

\section{The recurrence and the algorithm}

For $L\ge1$ the function $r^{g-1}e^{-ar}j_L(kr)$ vanishes at both ends of the range. Integrating its derivative gives
\begin{equation}
0=(g-1)\int_0^\infty r^{g-2}e^{-ar}j_L\,dr-aI_L+k\int_0^\infty r^{g-1}e^{-ar}j_L'\,dr .
\end{equation}
The Bessel relations
\begin{equation}
\frac{2L+1}{x}j_L=j_{L-1}+j_{L+1},\qquad
(2L+1)j_L'=Lj_{L-1}-(L+1)j_{L+1}
\end{equation}
turn the first and third terms into integrals with the original $g$. After multiplication by $(2L+1)/k$,
\begin{equation}
(L+g-1)I_{L-1}-(2L+1)\frac akI_L-(L+2-g)I_{L+1}=0 .
\label{eq:rawrec}
\end{equation}
Substituting $I_L=R^{-g}\sin^L\theta\,M_L$ and dividing by $R^{-g}\sin^{L-1}\theta$ gives
\begin{equation}
(L+g-1)M_{L-1}=(2L+1)\cos\theta\,M_L+(L+2-g)\sin^2\theta\,M_{L+1}.
\label{eq:rec}
\end{equation}
At fixed $L$ the coefficients stay bounded as $k/a\to0$ or $k/a\to\infty$, and the divisor $L+g-1$ is positive.

To obtain all orders up to $L_{\max}$ at one value of $g$:
\begin{enumerate}
\item Set $N=\max(L_{\max},\lceil g-2\rceil)$.
\item Sum the series (\ref{eq:second}) for $M_{N+1}$ and $M_N$.
\item Apply (\ref{eq:rec}) for $L=N,N-1,\ldots,1$.
\item Restore $I_L=R^{-g}\sin^L\theta\,M_L$.
\end{enumerate}
Successive terms $T_n$ of the starting series have the ratio
\begin{equation}
\frac{T_{n+1}}{T_n}=
\frac{(L+g+n)(L+2-g+n)}{(L+\frac32+n)(n+1)}\,s .
\end{equation}
For $L\ge g-2$ no term is negative, so the sum has no cancellation. The ratio tends to $s<\frac12$. Once it stays below some $q<1$, the remainder after $T_n$ is at most $qT_n/(1-q)$. Very large $L$ requires the gamma functions in logarithmic form to prevent overflow.

\section{Error analysis}

\subsection{Downward direction}

Let the computed values be $M_L(1+\epsilon_L)$, and let $u$ be the unit roundoff. If $L\ge g-2$, both terms on the right of (\ref{eq:rec}) are nonnegative. To first order,
\begin{equation}
\epsilon_{L-1}=w\epsilon_L+(1-w)\epsilon_{L+1}+\delta_L,\qquad
w=\frac{(2L+1)\cos\theta\,M_L}{(L+g-1)M_{L-1}},
\end{equation}
with $0\le w\le1$ and $|\delta_L|\le Cu$, where $C$ is a modest constant counting the operations in one step. Thus $|\epsilon_{L-1}|\le\max(|\epsilon_L|,|\epsilon_{L+1}|)+Cu$: seed errors are averaged, and rounding errors grow at most linearly with the number of steps. This holds for every $k/a$.

For a 1s--1s density $g=2\gamma+1<3$, so every step down to $L=0$ has this property. With $g$ for $Z=1$ and $Z=80$, $0\le L\le21$ (the two seeds included), and five values of $k/a$ from $10^{-4}$ to $10^4$, the largest relative error found is $8.4\times10^{-15}$. The comparison values are 40-digit evaluations of (\ref{eq:first}).

These errors refer to the stored value of $g$. An error $\delta g$ changes the coefficient $3-g$ relatively by $\delta g/(3-g)$, which matters for weakly relativistic states at large $k/a$. For the 1s--1s case this loss is avoided by forming
\begin{equation}
3-g=2(1-\gamma)=\frac{2(Z\alpha)^2}{1+\gamma}.
\end{equation}

If $L<g-2$, the two terms can cancel, and $I_{L-1}$ may vanish. Equation (\ref{eq:zero}) shows this for $g>3$: $I_0=0$ at $\theta=\pi/(g-1)$. A small relative error cannot be expected near a zero. For $g=12.3$ and six values of $k/a$ from $10^{-2}$ to $10^4$, the worst error is $2.3\times10^{-15}$ relative to the larger of $|I_L|$ and $|I_{L+1}|$. This is numerical evidence for those cases, not a proof for all $g$.

\subsection{Upward direction}

At large $L$, (\ref{eq:rawrec}) approaches $I_{L+1}+(2a/k)I_L-I_{L-1}=0$. A solution with constant ratio $\rho$ obeys $\rho^2+(2a/k)\rho-1=0$, so
\begin{equation}
\rho=t\quad\hbox{or}\quad\rho=-\frac1t,\qquad
t=\frac{k}{R+a}=\tan\frac\theta2<1 .
\end{equation}
Poincar\'e's theorem states that the ratio of successive values of a nonzero solution tends to one of these roots, since their moduli differ. By (\ref{eq:second}), $I_L$ is positive for $L>g-2$; its ratio must tend to $t$. It is the decaying solution. Rounding introduces the growing one, and the relative error then increases by about $t^{-2}$ per upward step.

For $k\ll a$ this factor is about $4a^2/k^2$. At $k/a=10^{-2}$, nineteen steps from $M_0,M_1$ to $M_{20}$ amplify an error by roughly $(4\times10^4)^{19}\approx3\times10^{87}$. With seed errors near $10^{-16}$ this suggests a final error near $3\times10^{71}$; the computed upward error for $Z=80$ is $2.6\times10^{72}$. The estimate is low because the first steps amplify more than the asymptotic factor. For $k\ll a$ the error of $M_L$ is multiplied by about $-(2L+1)a^2/[(L+2-g)k^2]$ in the step to $M_{L+1}$, while $M_{L+1}/M_L\to C_{L+1}/C_L=(L+g)/(2L+3)$. The relative error therefore grows by about $(2L+1)(2L+3)a^2/[(L+2-g)(L+g)k^2]$, which for this $g$ is $11a^2/k^2$ at $L=1$ and approaches $4a^2/k^2$ at large $L$. For $k\gg a$, $\ln(1/t)\simeq a/k$, and this growth over $n$ steps is only $e^{2na/k}$. For $Z=80$ the upward errors at $k/a=10^2$ and $10^4$ are indeed no larger than $2.0\times10^{-15}$. For $g$ close to 3 this growth factor alone does not settle the accuracy.

There is a second source of loss. For $L=1$ the upward step is
\begin{equation}
M_2=\frac{gM_0-3\cos\theta\,M_1}{(3-g)\sin^2\theta},
\end{equation}
so a relative error in $M_0$ reaches $M_2$ multiplied by $gM_0/[(3-g)\sin^2\theta\,M_2]$. For $Z=1$, $3-g=5.3\times10^{-5}$, and at $k/a=1$ the factor is $7.9\times10^4$. At $k/a=10^2$ it is still about 240, so upward errors well above roundoff can occur there, even though the single case computed gives only $5.8\times10^{-15}$. At these two values of $k/a$ the numerator is a small difference of larger numbers. Downward, the same small coefficient multiplies instead of dividing.

\subsection{Starting without the series}

Miller's method starts downward from arbitrary values at a high index $N$ and fixes the scale afterwards. The unwanted solution is reduced relative to the wanted one by about $t^{2N}$ on reaching $L=0$, apart from factors algebraic in $N$. At large $k/a$, a tolerance $\varepsilon$ therefore needs
\begin{equation}
N\simeq\frac{k}{2a}\ln\frac1\varepsilon .
\end{equation}
For $k/a=100$ and $\varepsilon=10^{-16}$ this is about 1800. With $g=2.62$, a start at $N=100$ leaves a relative error of 0.23 in $M_1/M_0$, while $N=2500$ gives $4.4\times10^{-16}$. The series start removes this dependence of $N$ on $k/a$.

\section{Example: a one-electron ion with $Z=80$}

The model is the Dirac equation with a point nucleus. It omits nuclear size, recoil and radiative corrections. The digits below document the arithmetic within this model.

The 1s ($\kappa=-1$) and 2p$_{3/2}$ ($\kappa=-2$) states have no polynomial beyond its constant term. Write $P=pr^\gamma e^{-\lambda r}$ and $Q=qr^\gamma e^{-\lambda r}$. With $W$ the energy including $c^2$, the radial equations are
\begin{align}
c(P'+\kappa P/r)&=(W+c^2+Z/r)Q,\nonumber\\
c(Q'-\kappa Q/r)&=-(W-c^2+Z/r)P .
\end{align}
The $r^{\gamma-1}$ terms give $\eta=q/p=c(\gamma+\kappa)/Z$ and also $\eta=-Z/[c(\gamma-\kappa)]$. Their product is $\eta^2=(|\kappa|-\gamma)/(|\kappa|+\gamma)$ for $\kappa<0$. The $r^\gamma$ terms give $-c\lambda p=(W+c^2)q$ and $c\lambda q=(W-c^2)p$, hence $(c^2-W)/(c^2+W)=\eta^2$. Thus $W=c^2\gamma/|\kappa|$ and $\lambda=\sqrt{c^4-W^2}/c=Z/|\kappa|$.

Normalization requires $p^2(1+\eta^2)\Gamma(2\gamma+1)=(2\lambda)^{2\gamma+1}$. With primes for 2p$_{3/2}$ and $p,p'>0$, the single density coefficient is
\begin{equation}
d_0=\frac{1+\eta\eta'}{\sqrt{(1+\eta^2)(1+\eta'^2)}}\,
\frac{(2\lambda)^{\gamma+1/2}(2\lambda')^{\gamma'+1/2}}
{\sqrt{\Gamma(2\gamma+1)\Gamma(2\gamma'+1)}} .
\end{equation}
Here $\gamma=0.811906$ and $\gamma'=1.912901$, so $g=3.724807$, while $a=80+40=120$ bohr$^{-1}$. At $k=80$ bohr$^{-1}$, $R=144.2221$ bohr$^{-1}$, $\cos\theta=0.832050$, $\sin\theta=0.554700$ and $s=0.083975$.

Taking $L_{\max}=3$, the series gives $M_4=4.084329$ and $M_3=4.879881$. Two downward steps yield
\begin{align}
M_2&=\frac{7(0.832050)(4.879881)+(1.275193)(0.307692)(4.084329)}{5.724807}\nonumber\\
&=5.244665,\\
M_1&=\frac{5(0.832050)(5.244665)+(0.275193)(0.307692)(4.879881)}{4.724807}\nonumber\\
&=4.705447 .
\end{align}
Every term is positive. With $d_0R^{-g}=0.0525238$, the dimensionless radial integral is
\begin{equation}
\mathcal R_1=(0.0525238)(0.554700)(4.705447)=0.137093 .
\end{equation}

For the 1s charge distribution, $d_0=(2Z)^g/\Gamma(g)$ with $g=2\gamma+1$ and $a=2Z$. Equation (\ref{eq:zero}) then gives
\begin{equation}
\mathcal R_0=\cos^{2\gamma+1}\theta\,
\frac{\sin(2\gamma\theta)}{2\gamma\sin\theta} .
\end{equation}
At $\gamma=1$ this reduces to the nonrelativistic $\cos^4\theta=[1+(k/2Z)^2]^{-2}$. For $k=80$ bohr$^{-1}$ the relativistic and nonrelativistic values are 0.7026 and 0.6400; for 800 bohr$^{-1}$ they are $6.911\times10^{-3}$ and $1.479\times10^{-3}$. As $k\to\infty$ at fixed $\gamma<1$, $\sin(2\gamma\theta)\to\sin(\pi\gamma)\ne0$, and the decay is $k^{-2\gamma-1}$ instead of $k^{-4}$. This limiting power law belongs to the point-nucleus density, which is singular as $r^{2\gamma-2}$; it fails once $1/k$ approaches the nuclear radius. A uniformly charged nucleus of radius 7.05 fm changes the two relativistic values to 0.7023 and $6.84\times10^{-3}$, so the excess over the nonrelativistic result survives at these $k$, while at 8000 bohr$^{-1}$ the value drops from $1.25\times10^{-5}$ to $0.93\times10^{-5}$.

A stable recurrence does not remove cancellation in the sum (\ref{eq:bound}). For 1s--2s with $L=0$, orthogonality makes the total vanish as $k^2$, while the separate terms stay finite. At $k=8$ bohr$^{-1}$ the result is $4.324\times10^{-3}$, and the sum of absolute terms is 386 times larger, which can cost between two and three digits. At 80 bohr$^{-1}$ the ratio is 4.5. For small $k$ the remedy is to replace $j_0(kr)$ by $j_0(kr)-1$, which leaves the integral unchanged by orthogonality, and to integrate the remaining power series term by term for $k<a$. At $k=8$ bohr$^{-1}$ this lowers the ratio from 386 to about 3.7.

\section*{Numbers as computed}
\begin{verbatim}
largest error against quadrature (relative to int|f|): 2.3e-12
relative residual of 4D Laplace equation: 4.7e-07
worst relative error for L = 0..20, g = 2 gamma + 1:
 Z = 1, g = 2.99994675, 3-g = 5.3252e-05
  k/a = 1e-04: downward 4.2e-15, upward 7.4e+151
  k/a = 1e-02: downward 7.1e-15, upward 1.1e+75
  k/a = 1e+00: downward 3.3e-15, upward 1.6e+03
  k/a = 1e+02: downward 8.4e-15, upward 5.8e-15
  k/a = 1e+04: downward 2.1e-15, upward 2.2e-15
 Z = 80, g = 2.62381197, 3-g = 3.7619e-01
  k/a = 1e-04: downward 8.9e-16, upward 1.3e+148
  k/a = 1e-02: downward 3.1e-15, upward 2.6e+72
  k/a = 1e+00: downward 2.3e-15, upward 2.3e-01
  k/a = 1e+02: downward 3.3e-15, upward 4.4e-16
  k/a = 1e+04: downward 6.9e-15, upward 2.0e-15
Z = 1, k/a = 1: upward seed-error factor at L = 2: 7.908e+04
g = 2.62, k/a = 0.5, ratio I_(L+1)/I_L at L = 200:
  wanted 0.23738 (limit 0.23607), generic -4.25985 (limit -4.23607)
arbitrary start at L = 100, k/a = 100: error of M_1/M_0 2.3e-01
arbitrary start at L = 2500, k/a = 100: error of M_1/M_0 4.4e-16
g = 12.3: worst error relative to neighbours 2.3e-15
Z = 80, c = 137.035999 a.u.
 1s: gamma = 0.81190599, lambda = 80.000000 1/bohr
 2s: gamma = 0.81190599, lambda = 42.024946 1/bohr
 2p3/2: gamma = 1.91290129, lambda = 40.000000 1/bohr
1s-2p3/2 at k = 80 1/bohr: g = 3.72480727, a = 120.000000 1/bohr
 R = 144.222051 1/bohr, cos = 0.83205029, sin = 0.55470020, s = 0.08397485
 series terms for M_4, M_3: 19, 18
 M_4, M_3, M_2, M_1 = 4.08432922, 4.87988052, 5.24466531, 4.70544673
 density factor d_0 R^(-g) = 0.05252378, radial integral = 0.13709296
radial integrals (dimensionless), k in 1/bohr:
 k = 8, 1s-1s, L = 0: 9.96051088e-01, cancellation 1.00
 k = 8, 1s-2s, L = 0: 4.32382755e-03, cancellation 385.90
 k = 8, 1s-2p3/2, L = 1: 3.65834946e-02, cancellation 1.00
 k = 8, nonrelativistic 1s-1s, L = 0: 9.95018688e-01
 k = 80, 1s-1s, L = 0: 7.02593049e-01, cancellation 1.00
 k = 80, 1s-2s, L = 0: 1.72762187e-01, cancellation 4.54
 k = 80, 1s-2p3/2, L = 1: 1.37092960e-01, cancellation 1.00
 k = 80, nonrelativistic 1s-1s, L = 0: 6.40000000e-01
 k = 800, 1s-1s, L = 0: 6.91052851e-03, cancellation 1.00
 k = 800, 1s-2s, L = 0: 2.90892429e-03, cancellation 1.00
 k = 800, 1s-2p3/2, L = 1: 1.51664051e-04, cancellation 1.00
 k = 800, nonrelativistic 1s-1s, L = 0: 1.47928994e-03
\end{verbatim}
